# Ion velocity distribution at the edge of a collisionless plasma slab: verification in Python

```python
"""Ion velocity distribution at the edge of a collisionless plasma slab.

Result under test (cold ion births, Boltzmann electrons, quasineutral slab):
  f(u) = sqrt(2)/pi * [1/sqrt(q) - 2 D(sqrt(q))],  q = eta_s - u^2/2,
for any positive ionization profile. D is the Dawson function.
eta = -e*potential/Te, s = sqrt(eta), u = ion speed / sqrt(Te/M).
Densities are in units of the midplane density n0, fluxes in n0*sqrt(Te/M).
The edge eta_s is the root of 2 sqrt(eta) D(sqrt(eta)) = 1.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import dawsn, erfc

ROOT2 = np.sqrt(2.0)
s_edge = brentq(lambda s: 1 - 2*s*dawsn(s), 0.5, 1.3, xtol=1e-15)
eta_s = s_edge**2
u_max = ROOT2*s_edge
n_edge = np.exp(-eta_s)
flux_edge = ROOT2/(np.pi*s_edge)


def integral(function, low, high):
    return quad(function, low, high, epsabs=1e-12, epsrel=1e-10, limit=300)[0]


def births_per_s(s):
    """Ion births per unit s = sqrt(eta)."""
    return 2*ROOT2/np.pi*(1 - 2*s*dawsn(s))


def flux_formula(s):
    return 2*ROOT2/np.pi*dawsn(s)


def f_edge(u):
    root_q = np.sqrt(eta_s - u*u/2)
    return ROOT2/np.pi*(1/root_q - 2*dawsn(root_q))


def moment(power, low=0.0, high=u_max):
    """Integral of u**power * f(u), with u = u_max*sin(angle)."""
    a = np.arcsin(low/u_max)
    b = np.arcsin(min(1.0, high/u_max))
    return integral(lambda t: (u_max*np.sin(t))**power
                    * f_edge(u_max*np.sin(t))*u_max*np.cos(t), a, b)


def position(s):
    """Scaled position nu*x/c for ionization nu*n_e."""
    return ROOT2/np.pi*np.exp(s*s)*((1 - 2*s*s)*dawsn(s) + s)


# The birth density must satisfy the quasineutral integral equation.
for eta in (0.05, 0.3, 0.6, 0.85):
    density = integral(lambda t: births_per_s(np.sqrt(eta)*np.sin(t))/ROOT2,
                       0, np.pi/2)
    assert abs(density - np.exp(-eta)) < 1e-9

# Moments computed from the velocity distribution itself.
density_m, flux_m, square_m, cube_m = [moment(p) for p in range(4)]
bohm_average = moment(-2)/density_m
assert abs(density_m - n_edge) < 1e-8
assert abs(flux_m - flux_edge) < 1e-8
assert abs(square_m/density_m - (np.exp(eta_s) - 1)) < 1e-7
mean_energy = 0.5*cube_m/flux_m
assert abs(mean_energy - (2*eta_s - 1)) < 1e-7
assert abs(bohm_average - 1) < 1e-5
median_energy = brentq(lambda e: dawsn(np.sqrt(eta_s - e))
                       - 0.5*dawsn(s_edge), 0.01, eta_s - 1e-8)
upper_half = moment(1, low=np.sqrt(2*median_energy))/flux_m
assert abs(upper_half - 0.5) < 1e-7
low_speed = ROOT2/(4*np.pi*eta_s**1.5)
assert abs(f_edge(0.01)/0.01**2/low_speed - 1) < 1e-3

# Potential profile for ionization proportional to electron density.
for s in (0.2, 0.6, s_edge):
    direct = integral(lambda t: births_per_s(t)*np.exp(t*t), 0, s)
    assert abs(direct - position(s)) < 1e-9
x_edge = position(s_edge)
assert abs(x_edge - np.exp(eta_s)/(ROOT2*np.pi*s_edge)) < 1e-10

# Local laws on the two sides of the edge.
charge_coef = 2/(3*np.pi*eta_s**1.5)
space_coef = ROOT2*np.exp(eta_s)/(4*np.pi*eta_s**1.5)
small = 1e-3
ions_beyond = integral(
    lambda t: births_per_s(s_edge*np.sin(t))*s_edge*np.cos(t)
    / np.sqrt(2*(small + eta_s*np.cos(t)**2)), 0, np.pi/2)
charge = ions_beyond - np.exp(-eta_s - small)
assert abs(charge/(charge_coef*small**1.5) - 1) < 0.01
distance = x_edge - position(np.sqrt(eta_s - small))
assert abs(distance/(space_coef*small**2) - 1) < 0.01


def march(source, step):
    """Solve quasineutrality outward in x, without Abel inversion.

    s is linear in x inside each cell. The smallest root is taken;
    the plasma ends when no root remains.
    """
    nodes, slopes = np.zeros(1), np.zeros(0)
    fluxes, x = [0.0], 0.0
    while x < 2.0:
        last = nodes[-1]
        rate = source(x + step/2, last**2)

        def excess(trial):
            trial = np.atleast_1d(trial)
            angles = np.arcsin(nodes[None, :]/trial[:, None])
            old = np.diff(angles, axis=1) @ slopes
            new = rate*step/(trial - last)*(np.pi/2 - angles[:, -1])
            return (old + new)/ROOT2 - np.exp(-trial**2)

        trials = last + step*np.geomspace(0.02, 600, 60)
        negative = np.flatnonzero(excess(trials) < 0)
        if negative.size == 0:
            break
        k = negative[0]
        assert k > 0
        new_s = brentq(lambda t: excess(t)[0], trials[k-1], trials[k])
        slopes = np.append(slopes, rate*step/(new_s - last))
        nodes = np.append(nodes, new_s)
        fluxes.append(fluxes[-1] + rate*step)
        x += step
    assert x < 2.0
    return x, nodes, np.array(fluxes)


def uniform(x, eta):
    return 1.0


def wall_weighted(x, eta):
    return 0.5 + 2*x


def density_weighted(x, eta):
    return np.exp(-eta)


# Tolerances allow for a few cells at the infinite-field edge.
step = 4e-4
runs = [march(source, step)
        for source in (uniform, wall_weighted, density_weighted)]
for end, nodes, fluxes in runs:
    assert abs(fluxes[-1] - flux_edge) < 5e-3
    assert np.max(np.abs(fluxes - flux_formula(nodes))) < 4e-3
assert abs(runs[2][0] - x_edge) < 8e-3

# Bin actual births of the wall-weighted run by their speed at the edge.
end, nodes, fluxes = runs[1]
cells = 200000
x_fine = (np.arange(cells) + 0.5)*end/cells
eta_fine = np.interp(x_fine, np.arange(nodes.size)*step, nodes)**2
inside = eta_fine < eta_s
speed = np.sqrt(2*(eta_s - eta_fine[inside]))
weight = wall_weighted(x_fine[inside], 0)*end/cells/speed
bins = np.array([0.6, 0.9, 1.2, u_max + 1e-9])
counted = np.histogram(speed, bins=bins, weights=weight)[0]
predicted = np.array([moment(0, a, b) for a, b in zip(bins[:-1], bins[1:])])
assert np.max(np.abs(counted - predicted)) < 4e-3

# Worked example: rough reactor inputs, SI inside the program.
Te_eV, mass_u, half_width = 8.0, 40.0, 0.04
n0, pressure_mTorr, gas_K = 1e16, 0.2, 300.0
cross_section, rf_hz = 1e-18, 13.56e6
Te = Te_eV*sc.e
mass = mass_u*sc.atomic_mass
c_ion = np.sqrt(Te/mass)
nu_ion = x_edge*c_ion/half_width
gas_density = pressure_mTorr*1e-3*sc.torr/(sc.k*gas_K)
rate_coefficient = nu_ion/gas_density
current = sc.e*n0*c_ion*flux_edge

# Ion-neutral collisions, averaged over births.
free_path = 1/(gas_density*cross_section)
collided = integral(
    lambda s: births_per_s(s)
    * (1 - np.exp(-half_width*(1 - position(s)/x_edge)/free_path)),
    0, s_edge)/flux_edge

# Potential scale of the layer joining plasma and sheath.
debye = np.sqrt(sc.epsilon_0*Te/(n0*sc.e**2))
debye_scaled = debye*x_edge/half_width
layer = (debye_scaled**2/(charge_coef*space_coef**2))**(2/9)


def coulomb_ratio(s):
    """Ion-ion collision rate / ionization rate, and ion spread / Te."""
    n_rel = np.exp(-s*s)
    spread = (1 - n_rel)/n_rel - (flux_formula(s)/n_rel)**2
    T_ion = spread*Te
    close = sc.e**2/(12*np.pi*sc.epsilon_0*T_ion)
    log_term = np.log(debye/np.sqrt(n_rel)/close)
    rate = (n0*n_rel*sc.e**4*log_term
            / (12*np.pi**1.5*sc.epsilon_0**2*np.sqrt(mass)*T_ion**1.5))
    return rate/nu_ion, spread


ratio_edge, spread_edge = coulomb_ratio(s_edge)
assert abs(spread_edge - (square_m/density_m - (flux_m/density_m)**2)) < 1e-7
s_half = brentq(lambda s: position(s) - x_edge/2, 1e-6, s_edge)
ratio_half, spread_half = coulomb_ratio(s_half)

# Floating wall and the part of the electron tail that it absorbs.
mass_ratio = mass/sc.m_e
eta_wall = np.log(np.sqrt(mass_ratio/(2*np.pi))/flux_edge)
barrier = np.sqrt(2*eta_wall)
electron_flux = np.sqrt(mass_ratio)*integral(
    lambda w: w*np.exp(-w*w/2)/np.sqrt(2*np.pi), barrier, barrier + 12)
assert abs(electron_flux/flux_edge - 1) < 1e-6
tail = erfc(np.sqrt(eta_wall))

print(f"Edge eta_s = {eta_s:.6f}; sqrt(eta_s) = {s_edge:.6f}")
print(f"Maximum speed u_max = {u_max:.5f} c")
print(f"Edge density = {n_edge:.5f} n0; flux = {flux_edge:.5f} n0 c")
print(f"Mean speed = {flux_m/density_m:.5f} c")
print(f"Mean square speed = {square_m/density_m:.5f} c^2")
print(f"Speed variance at edge = {spread_edge:.5f} c^2")
print(f"Mean of u^-2 = {bohm_average:.6f} (dimensionless)")
print(f"Flux-mean energy = {mean_energy:.5f} Te")
print(f"Flux-median energy = {median_energy:.5f} Te")
print(f"Low-speed coefficient f/u^2 = {low_speed:.5f} n0")
print(f"nu L/c for ionization nu n_e = {x_edge:.5f} (dimensionless)")
for u in (0.25, 0.50, 0.75, 1.00, 1.25, 1.30):
    print(f"f(u={u:.2f}) = {f_edge(u):.5f} n0")
for name, run in zip(("uniform", "wall-weighted", "density-weighted"), runs):
    print(f"March, {name}: edge flux = {run[2][-1]:.4f} n0 c")
print(f"March, density-weighted: nu L/c = {runs[2][0]:.4f}")
for a, b, found, expected in zip(bins[:-1], bins[1:], counted, predicted):
    print(f"Density, u {a:.1f}-{b:.3f}: march {found:.4f}, "
          f"formula {expected:.4f} n0")
print(f"Input Te = {Te_eV:.1f} eV; ion mass = {mass_u:.1f} u")
print(f"Input L = {half_width*100:.1f} cm; n0 = {n0*1e-6:.2e} cm^-3")
print(f"Input gas: {pressure_mTorr:.2f} mTorr, {gas_K:.0f} K")
print(f"Input collision cross section = {cross_section*1e4:.1e} cm^2")
print(f"Input bias frequency = {rf_hz*1e-6:.2f} MHz")
print(f"c = {c_ion*1e-3:.3f} km/s; maximum = {u_max*c_ion*1e-3:.3f} km/s")
print(f"Plasma potential drop = {eta_s*Te_eV:.3f} V")
print(f"Mean ion energy in flux = {mean_energy*Te_eV:.3f} eV")
print(f"Median ion energy in flux = {median_energy*Te_eV:.3f} eV")
print(f"Edge density = {n_edge*n0*1e-6:.3e} cm^-3")
print(f"Ion current density = {current*0.1:.4f} mA/cm^2")
print(f"Ionization frequency = {nu_ion:.3e} s^-1")
print(f"Gas density = {gas_density*1e-6:.3e} cm^-3")
print(f"Needed ionization coefficient = {rate_coefficient*1e6:.2e} cm^3/s")
for eta in (0.1, 0.3, 0.5, 0.7):
    x_cm = 100*half_width*position(np.sqrt(eta))/x_edge
    print(f"Potential {-eta*Te_eV:.2f} V at x = {x_cm:.3f} cm")
print(f"Ion-neutral mean free path = {free_path*100:.2f} cm")
print(f"Ions colliding with gas before edge = {100*collided:.1f} %")
print(f"Debye length at midplane = {debye*1e6:.1f} um")
print(f"Transition-layer scale = {layer:.3f} Te = {layer*Te_eV:.2f} eV")
print(f"Ion-ion / ionization rate at edge = {ratio_edge:.3f}")
print(f"Ion-ion / ionization rate at L/2 = {ratio_half:.3f}")
print(f"Ion spread M*var(v): edge {spread_edge*Te_eV:.3f} eV, "
      f"L/2 {spread_half*Te_eV:.3f} eV")
print(f"Birth temperature = {sc.k*gas_K/sc.e:.4f} eV")
print(f"Floating wall drop from midplane = {eta_wall*Te_eV:.2f} V")
print(f"Electron fraction above wall barrier = {100*tail:.3f} %")
print(f"Mean ion residence = {1e6/nu_ion:.2f} us = "
      f"{rf_hz/nu_ion:.0f} rf periods")
print("ALL CHECKS PASSED")
```

Output:

```
Edge eta_s = 0.854033; sqrt(eta_s) = 0.924139
Maximum speed u_max = 1.30693 c
Edge density = 0.42569 n0; flux = 0.48711 n0 c
Mean speed = 1.14427 c
Mean square speed = 1.34910 c^2
Speed variance at edge = 0.03974 c^2
Mean of u^-2 = 1.000000 (dimensionless)
Flux-mean energy = 0.70807 Te
Flux-median energy = 0.77249 Te
Low-speed coefficient f/u^2 = 0.14259 n0
nu L/c for ionization nu n_e = 0.57214 (dimensionless)
f(u=0.25) = 0.00931 n0
f(u=0.50) = 0.04262 n0
f(u=0.75) = 0.12263 n0
f(u=1.00) = 0.33107 n0
f(u=1.25) = 1.43716 n0
f(u=1.30) = 4.65145 n0
March, uniform: edge flux = 0.4868 n0 c
March, wall-weighted: edge flux = 0.4863 n0 c
March, density-weighted: edge flux = 0.4869 n0 c
March, density-weighted: nu L/c = 0.5716
Density, u 0.6-0.900: march 0.0388, formula 0.0388 n0
Density, u 0.9-1.200: march 0.1380, formula 0.1380 n0
Density, u 1.2-1.307: march 0.2368, formula 0.2369 n0
Input Te = 8.0 eV; ion mass = 40.0 u
Input L = 4.0 cm; n0 = 1.00e+10 cm^-3
Input gas: 0.20 mTorr, 300 K
Input collision cross section = 1.0e-14 cm^2
Input bias frequency = 13.56 MHz
c = 4.393 km/s; maximum = 5.741 km/s
Plasma potential drop = 6.832 V
Mean ion energy in flux = 5.665 eV
Median ion energy in flux = 6.180 eV
Edge density = 4.257e+09 cm^-3
Ion current density = 0.3428 mA/cm^2
Ionization frequency = 6.283e+04 s^-1
Gas density = 6.438e+12 cm^-3
Needed ionization coefficient = 9.76e-09 cm^3/s
Potential -0.80 V at x = 1.923 cm
Potential -2.40 V at x = 3.092 cm
Potential -4.00 V at x = 3.669 cm
Potential -5.60 V at x = 3.942 cm
Ion-neutral mean free path = 15.53 cm
Ions colliding with gas before edge = 12.9 %
Debye length at midplane = 210.3 um
Transition-layer scale = 0.165 Te = 1.32 eV
Ion-ion / ionization rate at edge = 0.035
Ion-ion / ionization rate at L/2 = 0.190
Ion spread M*var(v): edge 0.318 eV, L/2 0.160 eV
Birth temperature = 0.0259 eV
Floating wall drop from midplane = 43.19 V
Electron fraction above wall barrier = 0.102 %
Mean ion residence = 15.92 us = 216 rf periods
ALL CHECKS PASSED
```
